# Where Does an Electrophile Attack Naphthalene? Hückel Fukui Indices

## The problem

Naphthalene has ten carbon atoms. Number them around the perimeter as C1, C2, C3, C4, C4a, C5, C6, C7, C8, C8a. Neighbours in this ring are bonded, C8a is bonded to C1, and one further bond joins C4a to C8a. The positions C1, C4, C5 and C8 are called alpha, and C2, C3, C6 and C7 are called beta. C4a and C8a are the bridgeheads, which carry no hydrogen.

Use simple Hückel theory to find the squared coefficients of the highest occupied molecular orbital (HOMO) at each kind of carbon. Interpret them as Fukui indices, and predict whether an electrophile prefers an alpha or a beta position.

The model has one p orbital per carbon. These orbitals are taken as orthonormal, each has the same site energy $\alpha$, and bonded neighbours are coupled by the same $\beta<0$. Ten π electrons fill the lowest five molecular orbitals in pairs. The symbol $\alpha$ is an energy; the word "alpha" denotes a position.

For a molecular orbital with coefficients $c_k$ and energy $\varepsilon$, the equation at carbon $k$ is

$$
(\alpha-\varepsilon)c_k+\beta\sum_{j\ \text{bonded to}\ k}c_j=0 .
$$

Write $\varepsilon=\alpha+x\beta$. The first term becomes $-x\beta c_k$, and division by $\beta$ gives

$$
x\,c_k=\sum_{j\ \text{bonded to}\ k}c_j. \tag{1}
$$

Since $\beta$ is negative, a larger $x$ means a lower energy. Below, energies are measured from $\alpha$ in units of $|\beta|$, so that $\varepsilon=-x|\beta|$. No numerical value of $\beta$ is needed.

## A tempting solution

An electrophile seeks electrons, so it should attack the carbon with the largest π population. That population is

$$
n_k=2\sum_{i\ \text{occupied}}c_{ki}^2,
$$

where $c_{ki}$ is the coefficient of orbital $i$ at carbon $k$.

The populations follow without finding the orbitals. Divide the carbons into two sets, {C1, C3, C4a, C6, C8} and {C2, C4, C5, C7, C8a}. Every bond joins a member of one set to a member of the other. Take a solution of equation (1) and reverse the signs of all coefficients in the second set. At each carbon, one side of the equation changes sign and the other does not, so the new coefficients solve the equation with $-x$ in place of $x$. The levels therefore come in pairs $\pm x$ with equal squared coefficients.

No level lies at $x=0$, as the full list below confirms, so the five occupied orbitals are the partners of the five empty ones. The ten orbitals form a square orthogonal matrix, and at each carbon the squares over all ten orbitals add to one. The occupied half contributes one half, and

$$
n_k=2\times\tfrac12=1
$$

at every carbon. The tempting conclusion is that naphthalene has no preferred position. As there are four alpha and four beta carbons bearing hydrogen, one would expect equal amounts of the two products.

## Where the argument fails

The populations are correct. The fault is the assumption that a population measures how readily a site gives up electrons.

To see what a population does measure, raise the site energy of carbon $k$ by a small amount $\delta$. For any normalized orbital, $\varepsilon_i=\sum_{jl}c_{ji}H_{jl}c_{li}$. Its first-order change has two parts. The explicit change of $H_{kk}$ gives $c_{ki}^2\delta$. The change of the coefficients gives $2\varepsilon_i\sum_jc_{ji}\,\delta c_{ji}$, which vanishes because $\sum_jc_{ji}^2$ stays equal to one. Thus

$$
\frac{\partial\varepsilon_i}{\partial\alpha_k}=c_{ki}^2. \tag{2}
$$

Summing over the ten electrons gives $\partial E(10)/\partial\alpha_k=n_k$. The population is the response of the total energy to a weak potential at the site. All occupied orbitals enter with equal weight.

Bond formation with an electrophile involves electron donation. The relevant question is where the density falls when the molecule loses an electron. At fixed geometry the condensed Fukui index for electron removal answers it:

$$
f_k^-=n_k(10)-n_k(9). \tag{3}
$$

In this model the Hückel matrix does not depend on the number of electrons, so the orbitals are the same before and after removal. In the ground state of the cation, the missing electron comes from the HOMO. All other contributions cancel in equation (3), leaving

$$
f_k^-=c_{k,\mathrm{HOMO}}^2. \tag{4}
$$

A more complete theory would let the remaining orbitals relax, and equation (4) would then be an approximation.

The same index has an energy meaning. Here $E(10)-E(9)=\varepsilon_{\mathrm{HOMO}}$, so equation (2) gives

$$
f_k^-=\frac{\partial[E(10)-E(9)]}{\partial\alpha_k}.
$$

Raising the site energy where $f_k^-$ is large lowers the ionization energy most effectively. The equal populations say nothing about how this particular response is distributed. For that we need the HOMO.

## The levels and the HOMO

Two mirror planes, both perpendicular to the molecule, reduce the ten equations to three. The first contains the bond C4a–C8a and exchanges C1 with C8, C2 with C7, C3 with C6, and C4 with C5. The second cuts that bond in half and exchanges C1 with C4, C2 with C3, C5 with C8, C6 with C7, and C4a with C8a.

Orbitals can be chosen to be even or odd under each plane. Let $t=\pm1$ be the parity under the first and $s=\pm1$ the parity under the second. Denote the coefficients at C1, C2 and C8a by $p$, $q$ and $r$. Then $c_3=sq$, $c_4=sp$, $c_{4a}=sr$ and $c_8=tp$. Equation (1), written at C1, C2 and C8a, becomes

$$
\begin{aligned}
xp&=q+r,\\
xq&=p+sq,\\
xr&=(1+t)p+sr.
\end{aligned} \tag{5}
$$

The equations at the other carbons are mirror images of these.

**Odd under the first plane, $t=-1$.** The bridgeheads lie on this plane, so their coefficients must equal their own negatives. Hence $r=0$, and the third equation is satisfied. The other two are

$$
xp=q,\qquad (x-s)q=p.
$$

If $p$ were zero, $q$ would be zero as well and there would be no orbital. We may therefore insert the first equation into the second and divide by $p$:

$$
x(x-s)=1,\qquad x=\frac{s\pm\sqrt5}{2},
$$

where $s^2=1$ was used in the quadratic formula. For $s=1$ the levels are $1.618$ and $-0.618$. For $s=-1$ they are $0.618$ and $-1.618$.

**Even under the first plane, $t=+1$.** Now

$$
xp=q+r,\qquad (x-s)q=p,\qquad (x-s)r=2p.
$$

Multiply the first equation by $x-s$ and use the other two on its right-hand side:

$$
x(x-s)p=p+2p=3p.
$$

If $p\neq0$, then $x(x-s)=3$ and

$$
x=\frac{s\pm\sqrt{13}}{2}.
$$

This gives $2.303$ and $-1.303$ for $s=1$, and $1.303$ and $-2.303$ for $s=-1$. If $p=0$, the first equation requires $r=-q$. A nonzero $q$ then requires $x=s$, which adds the levels $1$ and $-1$.

We have ten different levels for ten orbitals, so the list is complete. None is zero. The occupied levels, from the lowest energy upward, are

$$
x=2.303,\quad1.618,\quad1.303,\quad1.000,\quad0.618.
$$

The HOMO is non-degenerate and has

$$
x_H=\frac{\sqrt5-1}{2},\qquad t=-1,\qquad s=-1.
$$

From $q=x_Hp$ and the two parities, its coefficients in perimeter order are

$$
p\,(1,\ x_H,\ -x_H,\ -1,\ 0,\ 1,\ x_H,\ -x_H,\ -1,\ 0).
$$

The contributions of C1 and C8 cancel at C8a, and those of C4 and C5 cancel at C4a. With nodes at both bridgeheads, the orbital consists of two four-carbon pieces, each obeying the equations of an isolated butadiene chain. The pieces share one normalized orbital, so each carries half of its weight.

Normalization sums four alpha and four beta squares:

$$
4p^2+4q^2=4p^2(1+x_H^2)=1.
$$

For $s=-1$ the level equation reads $x_H^2+x_H=1$. Therefore

$$
x_H^2=1-x_H=\frac{3-\sqrt5}{2},\qquad
1+x_H^2=\frac{5-\sqrt5}{2}.
$$

The alpha square is

$$
p^2=\frac{1}{2(5-\sqrt5)}
=\frac{5+\sqrt5}{2(25-5)}
=\frac{5+\sqrt5}{40}=0.181,
$$

where numerator and denominator were multiplied by $5+\sqrt5$. The beta square is

$$
\begin{aligned}
q^2=x_H^2p^2
&=\frac{(3-\sqrt5)(5+\sqrt5)}{80}\\
&=\frac{15+3\sqrt5-5\sqrt5-5}{80}
=\frac{5-\sqrt5}{40}=0.069.
\end{aligned}
$$

By equation (4), the Fukui indices are

$$
f_{\mathrm{alpha}}^-=0.181,\qquad
f_{\mathrm{beta}}^-=0.069,\qquad
f_{\mathrm{bridgehead}}^-=0.
$$

The four alpha indices sum to $0.724$ and the four beta indices to $0.276$. Together they account for the one electron removed. The ratio of an alpha index to a beta index is $1/x_H^2=(3+\sqrt5)/2=2.618$.

The Fukui indices therefore predict that a soft electrophile, one whose attack is governed by electron donation, prefers an alpha carbon.

## Why the HOMO can decide

The prediction gives the HOMO a special role. A small model of the first contact shows when this is justified.

Let the electrophile have one empty orbital of energy $\varepsilon_E$, above the HOMO, coupled by $\gamma$ to the p orbital of carbon $k$. Its coupling to molecular orbital $i$ is $V_i=\gamma c_{ki}$. In a combined orbital of energy $\lambda$, let $a_i$ be the amplitude of orbital $i$ and $a_E$ that of the electrophile orbital. Then

$$
(\lambda-\varepsilon_i)a_i=V_ia_E,\qquad
(\lambda-\varepsilon_E)a_E=\sum_iV_ia_i.
$$

Eliminating the amplitudes $a_i$ gives

$$
\lambda-\varepsilon_E=\sum_i\frac{V_i^2}{\lambda-\varepsilon_i}.
$$

Consider the solution near one occupied level $\varepsilon_i$, with $V_i\neq0$. Its shift is of order $\gamma^2$, so the term with that $i$ remains finite as $\gamma$ becomes small, while the other terms are of order $\gamma^2$. To leading order,

$$
\lambda-\varepsilon_i=\frac{V_i^2}{\varepsilon_i-\varepsilon_E}
=-\frac{\gamma^2c_{ki}^2}{\varepsilon_E-\varepsilon_i}.
$$

An orbital with $V_i=0$ does not shift, in agreement with this formula. Two electrons occupy each level, so the energy gained is

$$
S_k=2\gamma^2\sum_{i\ \text{occupied}}
\frac{c_{ki}^2}{\varepsilon_E-\varepsilon_i}. \tag{6}
$$

This requires $|\gamma|$ to be small compared with $\varepsilon_E-\varepsilon_{\mathrm{HOMO}}$. The HOMO has the smallest denominator and hence the largest weight per unit of squared coefficient. The assumption $\varepsilon_E>\varepsilon_{\mathrm{HOMO}}$ is a real restriction. For a bare cation such as NO$_2^+$ in the gas phase, small-basis Hartree–Fock orbital energies place the empty orbital roughly half an electronvolt below the naphthalene HOMO, and equation (6) does not apply to that case.

For numbers, take $\gamma=0.01|\beta|$ and three values of $\varepsilon_E$. The gains below come from diagonalizing the full eleven-orbital problem; equation (6) agrees with them to within one percent. They are given as $S_k/\gamma^2$ in units of $1/|\beta|$.

| $\varepsilon_E/\lvert\beta\rvert$ | alpha | beta | bridgehead | alpha/beta |
|---:|---:|---:|---:|---:|
| $-0.5$ | 3.683 | 2.294 | 1.203 | 1.605 |
| $0$ | 0.994 | 0.873 | 0.703 | 1.139 |
| $20$ | 0.0470 | 0.0469 | 0.0463 | 1.003 |

In the first row the electrophile orbital lies $-0.5+0.618=0.118$ above the HOMO, in units of $|\beta|$. The HOMO term at an alpha carbon is

$$
\frac{2\times0.1809}{0.118}=3.07,
$$

which is about 83% of the total. At a beta carbon the HOMO supplies 51%. In the second row the gap is $0.618$, the alpha HOMO term falls to $2\times0.1809/0.618=0.585$, and the HOMO shares are 59% and 26%.

The alpha preference is thus weaker than the Fukui ratio of 2.618. The equal populations explain why. At every carbon the occupied squares add to $0.5$. After removal of the HOMO part, $0.5-0.181=0.319$ remains at alpha and $0.5-0.069=0.431$ at beta. Taken together, though not one by one, the deeper orbitals have more weight at beta and partly compensate for the HOMO. They also give the bridgeheads a nonzero gain, so a vanishing Fukui index does not mean a vanishing interaction.

Equation (6) has two instructive limits. If $\varepsilon_E$ approaches the HOMO from above, while $|\gamma|$ stays much smaller than the gap, the HOMO term dominates at alpha and beta carbons and the ratio of gains approaches 2.618. If $\varepsilon_E$ is far above all occupied levels, the denominators are nearly equal and

$$
S_k\approx\frac{2\gamma^2}{\varepsilon_E}\sum_{i\ \text{occupied}}c_{ki}^2
=\frac{\gamma^2n_k}{\varepsilon_E}.
$$

The populations then control the gain, and the selectivity disappears, as the last row shows. The tempting solution describes this limit, in which the electrophile of the model is a very poor acceptor. The model has no electrostatic term, so the limit says nothing about the Coulomb attraction of a charged electrophile.

## A check from the later stage of the reaction

Fukui indices describe the beginning of the attack. A different estimate looks at the intermediate in which the electrophile has formed a σ bond. The attacked carbon has then left the conjugated system, and two π electrons have gone into the new bond. Eight electrons remain on nine carbons.

The π-energy cost is the localization energy

$$
L_k=E_{\mathrm{residual},k}(8)-E(10),
$$

with energies measured from $\alpha$. The contributions of the new σ bond and of the two electrons' site energies are assumed to be the same at every position, so they do not affect the ranking. A smaller $L_k$ means easier attack.

For the intact molecule,

$$
\begin{aligned}
E(10)&=-2(2.3028+1.6180+1.3028+1.0000+0.6180)|\beta|\\
&=-13.6832|\beta|.
\end{aligned}
$$

The residual energy follows by deleting the row and column of the attacked carbon from the Hückel matrix, diagonalizing, and filling the lowest four orbitals. The results are

$$
L_{\mathrm{alpha}}=2.299|\beta|,\quad
L_{\mathrm{beta}}=2.480|\beta|,\quad
L_{\mathrm{bridgehead}}=3.056|\beta|.
$$

The bridgehead value can be verified by hand. Removing a bridgehead leaves an open chain of nine carbons. Along it, $c_j=\sin j\theta$ solves equation (1) with $x=2\cos\theta$, because $\sin(j-1)\theta+\sin(j+1)\theta=2\cos\theta\sin j\theta$. The coefficient must vanish at the missing tenth position, so $\theta=m\pi/10$ with $m=1,\dots,9$. Filling the four lowest levels gives

$$
L_{\mathrm{bridgehead}}
=-4|\beta|\sum_{m=1}^{4}\cos\frac{m\pi}{10}+13.6832|\beta|
=3.056|\beta|.
$$

Alpha attack is cheaper than beta attack by $0.181|\beta|$. The resemblance to the alpha Fukui index should not be read as a relation: to four decimals the numbers are 0.1811 and 0.1809, and nothing above connects them. What matters is that two estimates, one for early contact and one for the intermediate, give the same order. Both use the same Hückel matrix, so their agreement shows consistency within the model and is not independent evidence about the real molecule. The numerical check tests this order, together with the levels, the coefficients and the site-energy response.

## What the prediction does not say

The index sums 0.724 and 0.276 are shares of a removed electron, not product yields. Yields depend on activation free energies, which include σ bonding, solvent and steric effects absent from this model. The prediction concerns kinetic control. If the substitution is reversible and reaches equilibrium, the relative free energies of the products decide, and the beta product can prevail if it is more stable.

The model also does not distinguish the site preferences of electrophiles and nucleophiles. By the sign reversal used earlier, the lowest empty orbital has the same squared coefficients as the HOMO. With fixed orbitals, the index for electron addition, $f_k^+=n_k(11)-n_k(10)$, therefore equals $f_k^-$ at every carbon. The indices rank the positions for a given type of attack; they do not tell which type of reagent will react more readily.

## Computed results

```
Naphthalene, Hueckel model; energies relative to site energy
Orbital  1: x = +2.3028 (dimensionless)
Orbital  2: x = +1.6180 (dimensionless)
Orbital  3: x = +1.3028 (dimensionless)
Orbital  4: x = +1.0000 (dimensionless)
Orbital  5: x = +0.6180 (dimensionless)
Orbital  6: x = -0.6180 (dimensionless)
Orbital  7: x = -1.0000 (dimensionless)
Orbital  8: x = -1.3028 (dimensionless)
Orbital  9: x = -1.6180 (dimensionless)
Orbital 10: x = -2.3028 (dimensionless)
Total pi energy, 10 electrons = -13.6832 |beta|
C1 : HOMO c = +0.4253, f- = 0.1809, pi population = 1.0000 electrons
C2 : HOMO c = +0.2629, f- = 0.0691, pi population = 1.0000 electrons
C3 : HOMO c = -0.2629, f- = 0.0691, pi population = 1.0000 electrons
C4 : HOMO c = -0.4253, f- = 0.1809, pi population = 1.0000 electrons
C4a: HOMO c = +0.0000, f- = 0.0000, pi population = 1.0000 electrons
C5 : HOMO c = +0.4253, f- = 0.1809, pi population = 1.0000 electrons
C6 : HOMO c = +0.2629, f- = 0.0691, pi population = 1.0000 electrons
C7 : HOMO c = -0.2629, f- = 0.0691, pi population = 1.0000 electrons
C8 : HOMO c = -0.4253, f- = 0.1809, pi population = 1.0000 electrons
C8a: HOMO c = +0.0000, f- = 0.0000, pi population = 1.0000 electrons
Alpha Fukui index = 0.181 (dimensionless)
Beta Fukui index = 0.069 (dimensionless)
Alpha/beta Fukui ratio = 2.618
Sum over four alpha sites = 0.7236
Sum over four beta sites = 0.2764
Sum of all Fukui indices = 1.0000
Site-energy response: alpha = 0.1809, beta = 0.0691 (dimensionless)
Electrophile coupling gamma = 0.01 |beta|
Electrophile orbital energy = -0.5 |beta|
  alpha: gain/gamma^2 = 3.6827 1/|beta|, HOMO share = 83.1 %
  beta: gain/gamma^2 = 2.2941 1/|beta|, HOMO share = 51.0 %
  bridgehead: gain/gamma^2 = 1.2028 1/|beta|, HOMO share = 0.0 %
  alpha/beta gain ratio = 1.605
Electrophile orbital energy = +0.0 |beta|
  alpha: gain/gamma^2 = 0.9944 1/|beta|, HOMO share = 58.9 %
  beta: gain/gamma^2 = 0.8730 1/|beta|, HOMO share = 25.6 %
  bridgehead: gain/gamma^2 = 0.7031 1/|beta|, HOMO share = 0.0 %
  alpha/beta gain ratio = 1.139
Electrophile orbital energy = +20.0 |beta|
  alpha: gain/gamma^2 = 0.0470 1/|beta|, HOMO share = 37.3 %
  beta: gain/gamma^2 = 0.0469 1/|beta|, HOMO share = 14.3 %
  bridgehead: gain/gamma^2 = 0.0463 1/|beta|, HOMO share = 0.0 %
  alpha/beta gain ratio = 1.003
Localization energy, alpha = 2.2986 |beta|
Localization energy, beta = 2.4797 |beta|
Localization energy, bridgehead = 3.0557 |beta|
Beta minus alpha localization energy = 0.1811 |beta|
```
